\section*{Why Error-Reduction Phase Retrieval Never Climbs but Can Still Stall}

\section{The question}

A coherent beam passes through a patterned film, and a detector records the far-field intensity. The square root of the intensity gives the magnitude of the pattern's Fourier transform; the phase is lost. Error reduction tries to recover the pattern by alternating two corrections. In Fourier space it replaces the magnitudes by the measured ones and keeps the current phases. In object space it restores what is known about the pattern, such as its support and its sign. Why does the mismatch with the measured magnitudes never grow, and why can the method nevertheless come to rest at a wrong pattern when a perfect one exists?

\section{Mechanism: two sets and two nearest points}

Treat a pattern of $N$ pixels as one point in an $N$-dimensional space. Patterns that obey the object constraints form a set $S$. Fields with the measured Fourier magnitudes form a set $M$. A solution lies in both. Error reduction starts in $S$, goes to the nearest point of $M$, then to the nearest point of $S$, and so on.

The mismatch is the distance from the current pattern to $M$. After a visit to $M$, the old pattern is one candidate for the return to $S$, and the nearest point of $S$ cannot be farther away than that candidate. The next visit to $M$ can only shorten the distance again. This argument uses nearness and nothing about the shape of $M$.

Shape decides where the descent may end. Fixing the magnitude of one complex coefficient confines it to a circle. The chord between two points of a circle leaves the circle, so $M$ is not convex. The part of $M$ nearest to the current pattern may then face $S$ across a gap, while another part of $M$ meets $S$ elsewhere. A method that looks for the nearest point does not see the other part.

\section{Formula: why the error cannot grow}

Let the discrete Fourier transform be unitary,
\begin{equation}
X_k=\frac{1}{\sqrt N}\sum_j x_j e^{-i q_k\cdot r_j},\qquad \sum_k|X_k|^2=\sum_j|x_j|^2 ,
\end{equation}
so that distances are equal in both spaces. The inner product is $\langle a,b\rangle=\mathrm{Re}\sum_j a_j^*b_j$, and $\|a\|^2=\langle a,a\rangle$. With given magnitudes $m_k$, the error is
\begin{equation}
E(x)=\Big[\sum_k(|X_k|-m_k)^2\Big]^{1/2}.
\end{equation}

\subsection{The magnitude step}

For any $w$ in $M$, with transform $W_k$ and $|W_k|=m_k$, the triangle inequality for each coefficient gives
\begin{equation}
\|x-w\|^2=\sum_k|X_k-W_k|^2\ge\sum_k(|X_k|-m_k)^2=E(x)^2 .
\end{equation}
Equality holds when $W_k$ has the phase of $X_k$. Hence $P_M$, which sets $W_k=m_kX_k/|X_k|$, gives a nearest point, and $E(x)=\|x-P_Mx\|$. If $X_k=0$, all phases are equally near and one must be chosen.

\subsection{The object step}

Let $S$ contain real, nonnegative patterns that vanish outside a known support. For a pixel inside the support, $|y_j-s_j|^2=(\mathrm{Re}\,y_j-s_j)^2+(\mathrm{Im}\,y_j)^2$ is smallest over $s_j\ge0$ at $s_j=\max(\mathrm{Re}\,y_j,0)$. Outside the support $s_j=0$. This defines $P_S$.

The set $S$ is convex. Let $p=P_Sy$ and let $s$ be any member of $S$. For $0<\tau\le1$ the point $p+\tau(s-p)$ is also in $S$ and cannot be closer to $y$ than $p$ is:
\begin{equation}
\|y-p\|^2\le\|y-p\|^2-2\tau\langle y-p,s-p\rangle+\tau^2\|s-p\|^2 .
\end{equation}
Cancelling $\|y-p\|^2$, dividing by $\tau$ and letting $\tau\to0$ gives
\begin{equation}
\langle y-p,s-p\rangle\le0 .
\label{obtuse}
\end{equation}

\subsection{The two steps together}

Write $y_n=P_Mx_n$, $x_{n+1}=P_Sy_n$ and $E_n=E(x_n)$, with $x_0$ in $S$. Then
\begin{equation}
E_{n+1}\le\|x_{n+1}-y_n\|\le\|x_n-y_n\|=E_n .
\label{chain}
\end{equation}
The first inequality holds because $y_n$ is one member of $M$ and $E_{n+1}$ is the distance to the nearest member. The second holds because $x_n$ is one member of $S$ and $x_{n+1}$ is the member nearest to $y_n$. Neither requires a convex set, and neither requires $S$ and $M$ to meet, so noisy data do not spoil the result.

Convexity of $S$ adds information. Expanding $y_n-x_n=(y_n-x_{n+1})+(x_{n+1}-x_n)$,
\begin{equation}
E_n^2=\|y_n-x_{n+1}\|^2+\|x_{n+1}-x_n\|^2-2\langle y_n-x_{n+1},x_n-x_{n+1}\rangle .
\end{equation}
By (\ref{obtuse}) with $s=x_n$, the last term, including its minus sign, is not negative. The first is at least $E_{n+1}^2$. Therefore
\begin{equation}
E_{n+1}^2+\|x_{n+1}-x_n\|^2\le E_n^2 .
\label{descent}
\end{equation}
Summing over $n$ shows that the squared step lengths add up to at most $E_0^2$. The steps must die out, whether or not the error tends to zero. A vanishing step is therefore no evidence of a correct pattern.

\subsection{What the guarantee needs}

The start must lie in $S$: a point of $M$ outside $S$ has $E=0$, and its projection onto $S$ may have $E>0$. Both steps must also minimize the distance that is being monitored. Suppose the error weights each Fourier coefficient according to its noise. The magnitude step is unchanged, because each coefficient still moves to the nearest point of its own circle, but clipping the pixels as above does not minimize the weighted distance. The weighted error may then grow, although the unweighted $E$ still cannot.

Missing coefficients, for example behind a beam stop, do no such harm. Let $M$ leave them free and let $P_M$ leave them unchanged. This is still a nearest-point step, with $E$ summed over the measured coefficients, and the proof stands. The data then constrain the pattern less.

\section{Formula: why it may stop too early}

Let $x$ be a fixed point, $y=P_Mx$ and $x=P_Sy$, and let $z$ be a true solution, in both $S$ and $M$. Since $y-x=(z-x)+(y-z)$,
\begin{equation}
E^2=\|y-x\|^2=\langle y-x,z-x\rangle+\langle x-y,z-y\rangle .
\label{split}
\end{equation}
The first term is not positive, by (\ref{obtuse}). If $M$ were convex, the same argument applied to $y=P_Mx$ would make the second term nonpositive too. Then $E^2\le0$, so $E=0$: two convex sets that meet allow no false fixed point. For the true $M$ the second inequality is not available, and a positive second term can support $E>0$. Nonconvexity permits stagnation; it does not force it from every start.

To tell a trap from slow progress, expand $f=E^2/2$ for a small real change $d$ of the pattern, with transform $D_k$. Assume $X_k\ne0$ and write $D_kX_k^*/|X_k|=a_k+ib_k$. Then
\begin{equation}
|X_k+D_k|=\sqrt{(|X_k|+a_k)^2+b_k^2}=|X_k|+a_k+\frac{b_k^2}{2|X_k|}+\dots
\end{equation}
Inserting this in $f=\tfrac12\sum_k(|X_k|^2-2m_k|X_k|+m_k^2)$ gives, to second order,
\begin{equation}
\delta f=\sum_k(|X_k|-m_k)a_k+\frac12\sum_k\Big[a_k^2+\Big(1-\frac{m_k}{|X_k|}\Big)b_k^2\Big].
\label{second}
\end{equation}
The linear term equals $\langle x-P_Mx,d\rangle$, because $X_k-m_kX_k/|X_k|$ is the transform of $x-P_Mx$. The gradient of $f$ is thus $x-P_Mx$, restricted to the support. The quadratic term shows the nonconvexity directly: a coefficient that is too weak, $|X_k|<m_k$, contributes negative curvature when its phase turns.

A fixed point is a strict local minimum in $S$ if three conditions hold: the gradient vanishes on pixels with $x_j>0$; it is positive on pixels clipped at zero; and the quadratic form in (\ref{second}) is positive for changes of the unclipped pixels. Changing a clipped pixel then costs error at first order, and changing the others costs it at second order.

The curvature also sets the local speed. While the same pixels stay clipped, one iteration subtracts the gradient from the others, so a small deviation along a direction of curvature $\kappa$ is multiplied by $1-\kappa$.

\section{A false fixed point by hand}

Take two pixels $(a,b)$ with true values $(0.8,0.3)$ and known bounds $0\le a\le1$, $0\le b\le0.5$. The transform is $X_0=(a+b)/\sqrt2$, $X_1=(a-b)/\sqrt2$, so the magnitudes are $1.1/\sqrt2=0.778$ and $0.5/\sqrt2=0.354$. For real pixels the circles reduce to pairs of signs. The swapped pattern $(0.3,0.8)$ has the same magnitudes, but the bounds exclude it.

Start at $(0.2,0.5)$. The sum is positive and the difference negative. Keeping these signs, the magnitude step solves $a+b=1.1$, $a-b=-0.5$ and gives $(0.3,0.8)$, at distance $\sqrt{0.1^2+0.3^2}=0.316$. The bounds return $(0.3,0.5)$. Its signs are the same, so the next magnitude step gives $(0.3,0.8)$ again. The iteration stays at $(0.3,0.5)$ with $E=0.3$, although $(0.8,0.3)$ would give zero.

The two terms of (\ref{split}) can be read off. With $y-x=(0,0.3)$ and $z-x=(0.5,-0.2)$, the first is $-0.06$. With $x-y=(0,-0.3)$ and $z-y=(0.5,-0.5)$, the second is $+0.15$. Their sum is $0.09=0.3^2$, and the positive term is the one that a convex $M$ would forbid.

Now change one rule. Instead of moving the out-of-range pixel to the nearest allowed value, set it to zero. From $(0.3,0.8)$ this gives $(0.3,0)$, which is in $S$ but is not the nearest point. Sum and difference are now both positive, the nearest magnitude point is $(0.8,0.3)$, and the error has risen to $\sqrt{0.5^2+0.3^2}=0.583$. The next iterate is the true pattern. Here the rise lets the difference change sign. Other increases need not be useful, but a rule that forbids every increase also forbids this one.

\section{Number: a lensless image at 13.5 nm}

The simulated sample has openings of amplitude 1 in an opaque film, with pixels of 100 nm and a field of $8\times8$ pixels, 800 nm wide. The pattern, with 35 open pixels, is drawn in the numerical output. Magnitudes are known on a $16\times16$ grid, after division by the form factor of a square pixel. The field is taken as the support. Errors below are relative to $\|m\|=\sqrt{35}=5.92$.

The pattern turned by 180 degrees, its twin, has the same magnitudes and also fits the square support. It has $E=0$, so choosing it is an ambiguity of the data and not a stagnation. Distances are therefore measured to the nearer of truth and twin, relative to the norm of the pattern.

Forty starts with random pixel values between 0 and 1 were each given 3000 iterations. Two ended below a relative error of 0.001 and 35 above 0.02; the median was 0.12. These counts belong to this pattern and these starts, and they do not show that all 35 had settled. One run was examined further: of those above 0.02, the one with the smallest last step.

Its error fell from 0.482 to 0.309 after one step, 0.185 after ten and 0.0750 after a hundred. After a thousand it was 0.0747, and there it remained, with a final step length of $4\times10^{-16}$, which is rounding. Inequality (\ref{descent}) was tested at every step of all forty runs and held to rounding.

The conditions for a strict local minimum are met. The smallest gradient on the 16 clipped pixels is 0.00105, and the smallest curvature among the 48 free pixels is 0.033. The slowest deviation shrinks by the factor $1-0.033=0.967$ per step, or by a factor $e$ in about 30 steps. The plateau of many hundred steps in this run is thus a trap and not a slow approach to the solution. In units of $E^2$, with the truth as $z$, the terms of (\ref{split}) are $-1.83$ and $+2.83$.

How wrong is the pattern? Its distance from the nearer solution is 0.22. The printed map resembles the twin, but open pixels range from about 0.6 to 1.4 where all should be 1. A threshold at 0.5 still assigns every pixel correctly, up to the 180-degree turn, but only narrowly: one closed pixel has a value of about 0.45, not far below the threshold. The correct map of open and closed pixels therefore has little margin, and transmissions read from the grey levels would be wrong. The other stagnant runs were not examined in this way.

\subsection{Restoring convexity, or giving up descent}

The trap can be removed by replacing each circle $|X_k|=m_k$ by the disc $|X_k|\le m_k$. The discs form a convex set that meets $S$, so a false fixed point is impossible. Started from the false pattern, alternating projections reduce the distance to the disc set from 0.043 to rounding. The resulting pattern is still 0.18 away from the nearer solution. The discs admit many patterns, even an empty one, and zero error no longer identifies the sample. Here convexity is bought with information.

The other way is to keep the circles and abandon the projection onto $S$. Hybrid input--output carries an auxiliary field $v$. With $y=P_Mv$, it sets $v_j$ to $y_j$ where the pixel is in the support and $y_j>0$, and to $v_j-0.9y_j$ elsewhere. At the false point, pixels outside the support have nonzero $y_j$. Their $v_j$ moves against $y_j$ instead of returning to zero, and the push accumulates. Clipped pixels are pushed in the same way, but here their push alone does not free the pattern, while the push outside the support does. The error of the clipped estimate rose from 0.0747 to a peak of 0.0807. After 3000 such steps, the estimate with the lowest error was passed to 2000 steps of error reduction, which ended at truth or twin to rounding. This shows that escape is possible here, not that the method succeeds from every trap.

\section{The numbers beside a real measurement}

The wavelength is that of extreme-ultraviolet lithography, where photons carry 91.8 eV. Production masks for it are reflective; the example is closer to a transmissive test sample. Its field is far smaller than a useful inspection field, chosen so that every curvature can be computed. The largest diffraction sine along one axis is $13.5/(2\times100)=0.0675$. Suppose that $10^6$ photons are detected, which corresponds to about 4.9 mJ/cm$^2$ on the openings.

For a Poisson count $n_k$ with a large mean, $\delta\sqrt{n_k}\approx\delta n_k/(2\sqrt{\langle n_k\rangle})$, so $\sqrt{n_k}$ has variance $1/4$. If $\langle n_k\rangle=c\,g_k^2m_k^2$, with pixel form factor $g_k$ and exposure constant $c$, the inferred magnitude $\sqrt{n_k/c}/g_k$ has variance $1/(4cg_k^2)$. The expected relative error at the true pattern is
\begin{equation}
\frac{1}{\|m\|}\Big[\sum_k\frac{1}{4c\,g_k^2}\Big]^{1/2}=0.0103 ,
\end{equation}
and simulated counts give the same value. With one noisy data set, error reduction ended at 0.010 when started from the truth and at 0.076 when started from the false pattern. In this data set the noise neither freed the trapped run nor hid it; another set of counts with the same mean can let the run leave this trap, though not necessarily for the true pattern.

Film thickness is more serious. Take a 200 nm absorber with refractive index $1-0.05+0.04i$, rough values for a tantalum-based film. Its amplitude leakage is $\exp(-2\pi\times0.04\times200/13.5)=0.024$. A scalar calculation that propagates the wave through 20 slices, with an opaque frame around the field, changes the magnitudes by 0.106 relative to the thin-film model, after the best common rescaling; finer pixels and slices raise the value to about 0.12. Leakage alone does not explain this: in a thin film, light leaking through the 29 closed pixels could change the magnitudes by at most $0.024\sqrt{29/35}=0.022$. Diffraction inside the film must matter as well.

The thickness error at the true pattern thus exceeds the stagnation error of 0.075. Fitting does not remove it: error reduction on the thick-film magnitudes ends near 0.10 whether it starts from the truth or from the false pattern. With such a film and the thin model, a residual of several percent could not be blamed on stagnation without further evidence. The propagation through the film has to enter the model before the residual can be used that way. A symmetric bandwidth of 0.3 percent, by contrast, changes the magnitudes by only $2\times10^{-5}$, with the scaling of diffraction angle as the sole effect included. A beam stop over the single central sample of the grid would remove 14 percent of the summed squared magnitudes; one over the central $3\times3$ samples, the central diffraction lobe of the field, would remove 42 percent. Its effect on the traps was not computed.

For data that the model describes to about one percent, as in the noise case, the residual exposes the false pattern examined here, which lies more than seven times above the noise level. Other wrong patterns lie closer to the noise: three of the forty runs came to rest at errors between 0.014 and 0.020, less than twice the noise level. Whether noisy data would expose them was not tested. A small last step does not discriminate, since (\ref{descent}) drives the steps to zero in either case. Nor does a small residual choose between truth and twin; that takes a support without the 180-degree symmetry, or other knowledge of the sample.

\section*{Table of computed values}
\begin{verbatim}
PAIR truth, upper bounds: [0.8 0.3] [1.  0.5]
PAIR magnitudes m: [0.7778 0.3536]
PAIR start, stuck point: [0.2 0.5] [0.3 0.5]
PAIR nearest magnitude point: [0.3 0.8]
PAIR errors, first three: [0.3162 0.3    0.3   ]
PAIR inner products S, M: -0.0600 0.1500
PAIR chord midpoint magnitudes: [0.7778 0.    ]
PAIR non-nearest step to: [0.3 0. ] error 0.5831
PAIR next point after that: [0.8 0.3]
wavelength 13.5 nm, photon energy 91.84 eV
pixel 100 nm, field 800 nm, band-edge sine 0.0675
open pixels 35 of 64, norm m 5.9161
random starts 40, iterations each 3000
largest excess over descent bound 8.9e-16
starts with relative error < 0.001: 2
starts with relative error > 0.02: 35
relative error min/median/max: 1.46e-16 0.1175 0.1654
chosen run: relative error at start 0.4824
chosen run: after 1 steps 0.30885
chosen run: after 10 steps 0.18532
chosen run: after 100 steps 0.07501
chosen run: after 1000 steps 0.07465
chosen run: settled relative error 0.07465
chosen run: last step length 4.4e-16
distance to nearer of truth/twin, relative 0.2220
wrong pixels at threshold 0.5: 0
truth | false pattern in tenths of open amplitude
##....## |  7  3  8 10 10  9 11  7
##....## |  0  1  9 11 11 10 12  9
##...... |  0  0  0  0  0  1  8 10
##..###. |  5  6 11 10  0  1  8 14
##..###. |  1  8 11 10  0  1  6 12
##...... |  1  0  0  0  1  0 11 11
######.. |  6 12  0  0  2  0 12  8
######.# |  9 12  0  0  1  0 13  9
free pixels 48, clipped 16
smallest curvature 0.03327, largest 1.00000
smallest gradient on clipped pixels 0.00105
inner products / E^2: S -1.8269, M 2.8269
disc set: relative error start 0.04260, end 2.2e-17
disc set: end pattern distance 0.1842
hybrid input-output: peak relative error 0.0807
then error reduction: error 1.49e-16, distance 8.31e-17
photons detected 1e+06, dose on openings 4.87 mJ/cm2
photon-noise relative error 0.01029, formula 0.01029
noisy data, final error from truth 0.01010, from false 0.07617
film 200 nm, delta 0.05, beta 0.04, leak amplitude 0.0242
film thickness and leak: relative error 0.1057
bandwidth 0.3 %: relative error 0.00002
signal share of central order 0.1367
\end{verbatim}
